# Why Slabs and Tubes Absorb Weakly Across Their Thin Direction

A stack of slabs separated by gaps that are not very thin compared with the slabs, with a strong, narrow and isotropic exciton line, absorbs weakly at its in-plane exciton energy when the electric field points across the slabs, because the charges induced on the slab faces screen the field inside. In the Bethe-Salpeter equation this screening is the electron-hole exchange term. For slabs of thickness $d$, repeated with period $L$ in vacuum, with filling $f=d/L$ and an isotropic layer dielectric function $\varepsilon(\omega)$, the two macroscopic dielectric functions are

$$\varepsilon_\parallel=f\varepsilon+1-f,\qquad \frac{1}{\varepsilon_\perp}=\frac{f}{\varepsilon}+1-f .$$

If the layer has one resonance at $\omega_0$ with plasma frequency $\omega_p$ and no background polarizability from other transitions, in-plane light is absorbed at $\omega_0$ and perpendicular light at

$$\Omega_\perp=\sqrt{\omega_0^2+(1-f)\,\omega_p^2}.$$

When the shift is large compared with the linewidth $\gamma$, that is $(1-f)\omega_p^2\gg\gamma\omega_0$, the absorption is thus suppressed near $\omega_0$, but its strength is not lost: it moves to higher energy.

## The exchange term is a depolarizing field

Take spin-singlet electron-hole pairs $j$ with real orbitals, a static direct interaction, and time factor $e^{-i\omega t}$. Let $p_j(z)$ be the dipole density along the stacking axis $z$ that belongs to pair $j$, averaged over the plane. The factor $\sqrt2$ from the two spin channels is included in $p_j$, so the singlet factor 2 of exchange needs no separate place. In a volume $V=SL$, with in-plane area $S$ and one period, the dipole is $\mu_j=S\int_0^L p_j\,dz$.

A macroscopic field $E_{\rm mac}$ along $z$ drives the resonant amplitudes $X_j$ and the antiresonant amplitudes $Y_j$:

$$(A-\hbar\omega)X+BY=\mu E_{\rm mac},\qquad BX+(A+\hbar\omega)Y=\mu E_{\rm mac}.$$

Here $A=D+K^d+K^x$ and $B=K^x$. The matrix $D$ holds the quasiparticle pair energies, $K^d$ the screened direct attraction and $K^x$ the exchange; the direct term is neglected in $B$. The polarization is $P(z)=\sum_j p_j(z)(X_j+Y_j)$, and its average $\bar P$ defines $\varepsilon_\perp=1+\bar P/(\varepsilon_0E_{\rm mac})$.

Since the equations are driven by the macroscopic field, which already contains the average induced field, the Coulomb interaction in $K^x$ must omit its $G=0$ part. Otherwise that field would be counted twice. Fields that vary within the plane on the atomic scale are assigned to the layer's own response, and their coupling between slabs is neglected. What remains are the wavevectors $G=2\pi n/L$ along $z$, with $n\neq0$.

The charge density of a pair is $\rho_j=-dp_j/dz$, so with $p_j(G)=L^{-1}\int_0^Lp_je^{-iGz}dz$ we have $\rho_j(G)=-iG\,p_j(G)$. The factor $G^2$ from the two charges cancels the Coulomb denominator:

$$K^x_{jl}=V\sum_{G\ne0}\frac{\rho_j^*(G)\rho_l(G)}{\varepsilon_0G^2}
=\frac{V}{\varepsilon_0}\sum_{G\neq0}p_j^*(G)p_l(G)
=\frac{S}{\varepsilon_0}\int_0^L(p_j-\bar p_j)(p_l-\bar p_l)\,dz .$$

The last step is Parseval's theorem; omitting $G=0$ subtracts the averages.

Now let exchange act on the amplitudes. Both equations contain the same combination,

$$\sum_lK^x_{jl}(X_l+Y_l)=\frac{S}{\varepsilon_0}\int_0^L(p_j-\bar p_j)(P-\bar P)\,dz
=\frac{S}{\varepsilon_0}\int_0^Lp_j\,(P-\bar P)\,dz,$$

because $P-\bar P$ integrates to zero. Moving this term to the right-hand side leaves pairs without this exchange, driven by $S\int p_j(z)E(z)\,dz$ with

$$E(z)=E_{\rm mac}-\frac{P(z)-\bar P}{\varepsilon_0}.$$

This is the classical depolarizing field, measured relative to the macroscopic average. No property of a particular exciton has been used.

## From the local field to the effective medium

Assume next that each slab responds locally, uniformly and isotropically, with sharp faces, and that neither tunnelling nor direct attraction connects different slabs. Then $P=\varepsilon_0(\varepsilon-1)E$ inside and $P=0$ outside. The local-field equation gives

$$\varepsilon_0E(z)+P(z)=\varepsilon_0E_{\rm mac}+\bar P\equiv D_z ,$$

so the displacement $D_z$ is the same everywhere. The field is $D_z/(\varepsilon_0\varepsilon)$ in the slab and $D_z/\varepsilon_0$ in the gap. Averaging over a period,

$$E_{\rm mac}=\frac{D_z}{\varepsilon_0}\left(\frac f\varepsilon+1-f\right),$$

and $\varepsilon_\perp=D_z/(\varepsilon_0E_{\rm mac})$ yields the stated formula. It holds for any local $\varepsilon(\omega)$. As a test, the coupled equations were solved for five interacting pairs in each of eight sheets per slab. At the three complex energies examined, the largest difference from the formula, relative to the formula's $\varepsilon_\perp$, is about $2\times10^{-5}$.

For in-plane polarization with in-plane wavevector $q$ along the field, the charge amplitude is $-iq\,p(G)$ and the Coulomb denominator is $\varepsilon_0(q^2+G^2)$. Each term with $G\neq0$ therefore carries the factor $q^2/(q^2+G^2)$ relative to the perpendicular case. It vanishes as $q^2$ when $qL\ll1$. The in-plane field is then equal in slab and gap, and averaging $P$ gives $\varepsilon_\parallel=f\varepsilon+1-f$. The essential difference between the two directions is whether the polarization ends on a face and leaves charge there.

Both formulas require a period much shorter than the wavelength, in the slab material as well as in vacuum. In the example below the relative error of $\varepsilon_\perp$ is largest on its absorption line, about $3\times10^{-3}$ at 3.35 eV; that of $\varepsilon_\parallel$ is about $4\times10^{-4}$ at $\omega_0$ and slightly larger, $5\times10^{-4}$, near 2.4 eV, where ${\rm Re}\,\varepsilon_\parallel$ passes through zero. At 1.0 and 2.5 eV, away from both lines of the example below, their largest difference from the solution of Maxwell's equations for the stack, relative to the formula values, is about $2\times10^{-4}$.

## One exciton and its blue shift

Let the layer have the response

$$\varepsilon=1+\frac{\omega_p^2}{s},\qquad s=\omega_0^2-\omega^2-i\gamma\omega,$$

where $\omega_0$ already includes the direct attraction and $\gamma$ is a phenomenological damping. Since $1/\varepsilon=s/(s+\omega_p^2)$,

$$\frac1{\varepsilon_\perp}=\frac{fs+(1-f)(s+\omega_p^2)}{s+\omega_p^2}
=\frac{s+(1-f)\omega_p^2}{s+\omega_p^2},$$

and inversion gives

$$\varepsilon_\perp=1+\frac{f\omega_p^2}{\Omega_\perp^2-\omega^2-i\gamma\omega}.$$

The same shift follows from the pair equations. A single exciton of dipole $\mu$, spread uniformly over the slab, has $p=\mu/(Sd)$ inside and $\bar p=fp$. The integral of $(p-\bar p)^2$ is $p^2[d(1-f)^2+(L-d)f^2]=p^2d(1-f)$, so

$$K^x=\frac{\mu^2(1-f)}{\varepsilon_0Sd}.$$

Without damping, the difference of the two amplitude equations is $\omega_0(X-Y)=\omega(X+Y)$. Their sum is $(\hbar\omega_0+2K^x)(X+Y)-\hbar\omega(X-Y)=2\mu E_{\rm mac}$. Eliminating $X-Y$,

$$X+Y=\frac{2\omega_0\mu E_{\rm mac}/\hbar}{\omega_0^2+2\omega_0K^x/\hbar-\omega^2}.$$

Setting $K^x=0$ gives the layer response and identifies $\omega_p^2=2\omega_0\mu^2/(\varepsilon_0\hbar Sd)$. Hence $K^x=\hbar(1-f)\omega_p^2/(2\omega_0)$, and the pole lies at $\Omega_\perp$. For a coherent exciton over many cells, $\mu^2$ grows in proportion to $S$, so the shift stays finite.

Take round model parameters: $\hbar\omega_0=2$ eV, $\hbar\omega_p=3$ eV, $\hbar\gamma=0.1$ eV, $d=0.6$ nm and $L=3$ nm, so $f=0.2$. With an in-plane cell of 0.1 nm², this strength corresponds to a dipole of 0.086 $e\,$nm per cell. The exchange energy is $0.8\times9/(2\times2)=1.80$ eV, and

$$\hbar\Omega_\perp=\sqrt{4+0.8\times9}\ \text{eV}=3.35\ \text{eV}=5.36\times10^{-19}\ \text{J}.$$

The blue shift is 1.35 eV, less than the exchange energy. The Tamm-Dancoff approximation, which drops $Y$, would give $\hbar\omega_0+K^x=3.80$ eV. Its square exceeds $(\hbar\Omega_\perp)^2$ by $(K^x)^2$, so it overestimates the shift; here exchange is comparable with the transition energy and the error is 0.45 eV relative to the full pair equations.

## How strong the suppression is

The absorbed power per volume is $\tfrac12\omega\varepsilon_0\,{\rm Im}\,\varepsilon_\perp|E_{\rm mac}|^2$. Taking the imaginary part of $1/\varepsilon_\perp=f/\varepsilon+1-f$, with ${\rm Im}(1/\varepsilon)=-{\rm Im}\,\varepsilon/|\varepsilon|^2$, gives

$${\rm Im}\,\varepsilon_\perp=f\,{\rm Im}\,\varepsilon\left|\frac{\varepsilon_\perp}{\varepsilon}\right|^2
=f\,{\rm Im}\,\varepsilon\left|\frac{E_{\rm in}}{E_{\rm mac}}\right|^2 ,$$

where continuity of $D_z$ supplies the field $E_{\rm in}$ in the slab. The material's own ${\rm Im}\,\varepsilon$ is unchanged; only the field it receives differs. Near $\omega_0$, where $|\varepsilon|$ is large, that field is reduced; near $\Omega_\perp$ it is enhanced.

At $\omega_0$ the example has ${\rm Im}\,\varepsilon=45$ and $|E_{\rm in}/E_{\rm mac}|=0.02777$. Thus ${\rm Im}\,\varepsilon_\perp=0.2\times45\times0.02777^2\approx0.0069$, against ${\rm Im}\,\varepsilon_\parallel=0.2\times45=9$. The ratio is about 1300. For this Lorentz layer it equals

$$\frac{{\rm Im}\,\varepsilon_\parallel}{{\rm Im}\,\varepsilon_\perp}\bigg|_{\omega_0}
=1+\left[\frac{(1-f)\omega_p^2}{\gamma\omega_0}\right]^2
=1+\left(\frac{7.2}{0.2}\right)^2=1297,$$

so it depends strongly on the linewidth and is not a property of the geometry alone.

A less sensitive measure is the integrated weight. At high frequency both dielectric functions approach $1-f\omega_p^2/\omega^2$. The Kramers-Kronig relation,

$${\rm Re}\,\varepsilon(\omega)-1=\frac2\pi\,\mathcal P\!\int_0^\infty\frac{\omega'\,{\rm Im}\,\varepsilon(\omega')}{\omega'^2-\omega^2}\,d\omega'
\;\to\;-\frac{2}{\pi\omega^2}\int_0^\infty\omega'\,{\rm Im}\,\varepsilon(\omega')\,d\omega',$$

then requires $\int_0^\infty\omega\,{\rm Im}\,\varepsilon\,d\omega=\pi f\omega_p^2/2$ for both directions. In squared energy units this is $\pi\times0.2\times9/2=2.83$ eV², as direct integration of both spectra confirms. Between 1.5 and 2.5 eV lies 94 % of the in-plane weight but 0.6 % of the perpendicular weight, the latter being the low-energy tail of the shifted line. The perpendicular peak, 5.4, is lower than the in-plane peak of 9 because the height $f\omega_p^2/(\gamma\Omega)$ falls with the resonance frequency $\Omega$ at fixed damping.

## Isolated slabs and the choice of period

The perpendicular resonance depends on the spacing. In the example it moves from 2.00 eV at $L=0.6$ nm to 2.92 eV at 1.2 nm, 3.35 eV at 3 nm and 3.59 eV at 60 nm. At $f=1$ the charges on touching faces cancel and no depolarization remains. As $f\to0$ the limit is $\sqrt{\omega_0^2+\omega_p^2}$, here 3.61 eV. Expanding the square root,

$$\Omega_\perp\approx\sqrt{\omega_0^2+\omega_p^2}-\frac{f\omega_p^2}{2\sqrt{\omega_0^2+\omega_p^2}},$$

so the approach is only as $1/L$. A supercell spectrum ${\rm Im}\,\varepsilon_\perp$ at moderate vacuum spacing is the spectrum of a stack, not of one slab; at fixed $\varepsilon$ the in-plane spectrum is only scaled by $f$. In a real supercell calculation neighbouring slabs also screen the direct interaction, so the quasiparticle gap and the binding energy depend on $L$ as well; these changes largely cancel in the energy of a tightly bound exciton but move the onset of the continuum.

Restoring the $G=0$ term removes this dependence within the model. The equations are then driven by the external field $E_{\rm ext}=E_{\rm mac}+\bar P/\varepsilon_0=\varepsilon_\perp E_{\rm mac}$, and the response is

$$\frac{\bar P}{\varepsilon_0E_{\rm ext}}=1-\frac1{\varepsilon_\perp}=f\left(1-\frac1\varepsilon\right).$$

Its imaginary part is the loss function. Multiplying by $L$ gives $d(1-1/\varepsilon)$, the polarizability per area of a single slab divided by $\varepsilon_0$, for any period. The pole is at $\sqrt{\omega_0^2+\omega_p^2}$ for every $f$. For dilute slabs $\varepsilon_\perp-1$ tends to the same expression, which is why absorption and loss then coincide. This needs $|f(1-1/\varepsilon)|\ll1$ on the line, that is $f\omega_p^2\ll\gamma\sqrt{\omega_0^2+\omega_p^2}$; in the example the ratio of the two sides is still 0.25 at $L=60$ nm.

## Tubes: two modes instead of one

Consider a long isolated tube with an isotropic wall between radii $a$ and $b$, and write $\chi=\varepsilon-1$. A field along the axis leaves no charge on the wall, so the polarizability per length is $\alpha_{\rm ax}=\varepsilon_0{\cal A}\chi$, with ${\cal A}=\pi(b^2-a^2)$.

A transverse field along $x$ produces charges proportional to $\cos\theta$ on both surfaces. Inside the wall the polarization is a combination of

$$\mathbf u_1=\nabla(r\cos\theta)=\hat{\mathbf x},\qquad \mathbf u_2=\nabla\!\left(\frac{\cos\theta}{r}\right).$$

A surface charge $\sigma\cos\theta$ at radius $R$ has potential $\sigma r\cos\theta/(2\varepsilon_0)$ inside and $\sigma R^2\cos\theta/(2\varepsilon_0r)$ outside. The amplitudes $(\sigma_b,\sigma_a)$ are $(1,-1)$ for $\mathbf u_1$ and $(-1/b^2,1/a^2)$ for $\mathbf u_2$. Adding the potentials and taking $-\nabla$, the induced fields in the wall are

$$\mathbf E[\mathbf u_1]=-\frac{\mathbf u_1-a^2\mathbf u_2}{2\varepsilon_0},\qquad
\mathbf E[\mathbf u_2]=-\frac{\mathbf u_2-\mathbf u_1/b^2}{2\varepsilon_0}.$$

Seek combinations with $\mathbf E=-N\mathbf P/\varepsilon_0$. The condition $(1-2N)^2=a^2/b^2$ gives

$$N_\pm=\frac12\left(1\pm\frac ab\right),\qquad \mathbf u_\pm=\mathbf u_1\mp ab\,\mathbf u_2 .$$

The applied field is $E_0\hat{\mathbf x}=\tfrac12E_0(\mathbf u_++\mathbf u_-)$. Each part obeys $P_\pm=\varepsilon_0\chi(\tfrac12E_0-N_\pm P_\pm/\varepsilon_0)$. Since $\mathbf u_2$ has no net dipole after angular averaging, both modes contribute dipole ${\cal A}P_\pm$, and

$$\alpha_\perp=\frac{\varepsilon_0{\cal A}\chi}{2}\left(\frac1{1+N_+\chi}+\frac1{1+N_-\chi}\right).$$

For the Lorentz response the resonances are at $\sqrt{\omega_0^2+N_\pm\omega_p^2}$. In a thin wall, $N_+\approx1$ belongs to polarization normal to the wall, as in an isolated slab. The other factor, $N_-=(b-a)/(2b)$, belongs to mostly tangential polarization. At fixed wall thickness it vanishes for a wide tube, whose wall is locally a flat sheet polarized in its plane. A solid cylinder, $a\to0$, has $N_\pm=1/2$.

With the same $\varepsilon$, $a=0.7$ nm and $b=1$ nm, the factors are 0.15 and 0.85 and the resonances 2.31 and 3.41 eV, each with half the strength. At $\omega_0$, ${\rm Im}\,\alpha/\varepsilon_0$ is 72.1 nm² along the axis and 0.80 nm² across it, a ratio of 90. At $\omega_0$ each mode contributes $\tfrac12{\cal A}\,\omega_p^2\gamma\omega_0/[(N_\pm\omega_p^2)^2+\gamma^2\omega_0^2]$, which with ${\cal A}=1.60$ nm² is 0.77 nm² for $N_-$ and 0.02 nm² for $N_+$. The suppression is therefore weaker than in the slab example mainly because of the tangential mode, which shifts by just 0.31 eV.

## Where the model stops

Real layers have a background $\varepsilon_b>1$ from higher transitions. With $\varepsilon=\varepsilon_b+\omega_p^2/s$ and $M=f+(1-f)\varepsilon_b$, the effective-medium formula puts the perpendicular line at $\sqrt{\omega_0^2+(1-f)\omega_p^2/M}$ and reduces its weight by $M^2$; the remainder goes to the transitions that make up the background. For $\varepsilon_b=5$ in the example, $M=4.2$, the line lies at 2.39 eV and carries about $1/18$ of the weight. Real layers are also anisotropic: where symmetry removes the perpendicular dipole of an exciton, its absence in $\varepsilon_\perp$ is not due to depolarization.

An atomically thin layer has no sharp faces. For a single exciton with profile $p(z)=(\mu/S)g(z)$ and $\int g\,dz=1$, the exchange integral gives instead

$$K^x=\frac{\mu^2}{\varepsilon_0S}\left(\int_0^Lg^2\,dz-\frac1L\right).$$

The slab thickness is replaced by $1/\int g^2dz$. Stretching a profile at fixed shape and fixed $\mu$ therefore reduces the shift. For a single peak of one sign $1/\int g^2dz$ is an effective width; if $g$ has several narrow peaks or changes sign, it can be much smaller than the extent of the profile. Several excitons with different profiles can mix through exchange, unless symmetry makes their exchange integral vanish, and in general one local $\varepsilon$ no longer describes the layer. Overlap between neighbouring slabs also invalidates the effective-medium formula, since electron and hole may then sit on different slabs. The local-field equation still gives the plane-averaged field; what must be replaced is the response to that field, which for close or overlapping slabs must also include the coupling through fields that vary within the plane, neglected above. The numerical output below lists the values and the agreement of the independent calculations.

## Table of computed values

```
Layer resonance hbar*w0: 2.000 eV
Layer plasma energy hbar*wp: 3.000 eV
Damping hbar*gamma: 0.100 eV
Slab thickness d: 0.60 nm
Period L: 3.00 nm
Filling f: 0.200
In-plane cell area: 0.10 nm^2
Singlet exciton dipole per cell: 0.0864 e nm
Exchange energy, perpendicular: 1.800 eV
In-plane/perpendicular exchange ratio: 1.23e-05
Perpendicular resonance, formula: 3.347 eV
Perpendicular resonance, pair equations: 3.347 eV
Perpendicular resonance, formula: 5.362 e-19 J
Blue shift: 1.347 eV
Bright-mode share of strength: 1.00000
Tamm-Dancoff resonance: 3.800 eV
Longitudinal energy (isolated slab): 3.606 eV
Peak of Im eps_perp: 3.346 eV
Static eps_layer: 3.250
Im eps_layer at w0: 45.00000
Static eps_par: 1.450
Im eps_par at w0: 9.00000
Static eps_perp: 1.161
Im eps_perp at w0: 0.00694
Im eps_perp at its peak: 5.379
Field ratio |E_in/E_mac| at w0: 0.02777
Suppression Im eps_par/Im eps_perp at w0: 1297
Sum-rule weight, formula: 2.8274 eV^2
Integrated weight, in-plane: 2.8274 eV^2
Integrated weight, perpendicular: 2.8274 eV^2
Share in 1.5-2.5 eV, in-plane: 93.56 %
Share in 1.5-2.5 eV, perpendicular: 0.61 %
Pair-equation resonance at L = 0.6 nm: 2.000 eV
Pair-equation resonance at L = 1.2 nm: 2.915 eV
Pair-equation resonance at L = 3.0 nm: 3.347 eV
Pair-equation resonance at L = 6.0 nm: 3.478 eV
Pair-equation resonance at L = 60.0 nm: 3.593 eV
Largest relative error, effective medium: 2.2e-05
Largest error, inverse eps with G=0: 9.8e-06
Largest relative error, Maxwell stack: 2.1e-04
Tube radii: 0.70 and 1.00 nm
Tube factor 0.150: 2.313 eV, share 0.500
Tube factor 0.850: 3.413 eV, share 0.500
Tube Im alpha/eps0 at w0, axial: 72.100 nm^2
Tube Im alpha/eps0 at w0, perpendicular: 0.799 nm^2
Tube suppression at w0: 90.3
```
